Branch points and the decay of Wannier functions in one dimension

An electron moves in one dimension with the Hamiltonian (Hartree atomic units)

H = −½ d²/dx² + V(x), V(x + a) = V(x), V(−x) = V(x), V real.

The gap between the two lowest bands is open. The problem is to find how fast the Wannier function of the lowest band decays, and what sets the rate when V is weak.

**(a) Relate the energy to the wave number k by a function that is defined for complex energy, and write down the Bloch function.**

Let c(x,E) and s(x,E) solve Hf = Ef with (value, slope) = (1,0) and (0,1) at x = 0. The matrix that carries (value, slope) from 0 to a is

M = [[c(a), s(a)], [c′(a), s′(a)]], det M = 1,

because the Wronskian is constant. Reflection changes the sign of the slope, R = diag(1,−1), so RMR carries data from 0 to −a. By periodicity this is also M⁻¹. Written out,

[[c(a), −s(a)], [−c′(a), s′(a)]] = [[s′(a), −s(a)], [−c′(a), c(a)]],

hence c(a) = s′(a). Call this function μ(E), and write S(E) = s(a,E). The determinant gives

μ² − 1 = S c′(a).  (1)

A Bloch function obeys f(x + a) = e^{ika} f(x), so e^{ika} is an eigenvalue of M and e^{−ika} is the other. Their sum is the trace 2μ:

μ(E) = cos ka.  (2)

Put χ_k = c + βs. Its value at a must be e^{ika}, so μ + βS = e^{ika}, and

χ_k(x) = c(x,E) + i (sin ka / S) s(x,E).  (3)

Below, a prime on μ means d/dE; on functions of x it means d/dx.

**(b) At which energies can E(k) have a branch point, and where do those next to the lowest band lie in the k plane?**

Equation (2) can be solved for an analytic E(k) wherever μ′(E) ≠ 0, so the zeros of μ′ are needed. The function μ is entire, and for large |E| it behaves like cos(a√(2E)) (on the positive real axis the difference tends to 0, in other directions the ratio tends to 1), so its growth is of order ½. An entire function of order below 1 is fixed by its zeros up to a constant factor. The zeros e_j of μ − 1 are the energies of periodic states, which are real. Taking the logarithmic derivative of the product over zeros,

μ′/(μ − 1) = Σ_j 1/(E − e_j).  (4)

For nonreal E the imaginary part is −Im E Σ_j 1/|E − e_j|² ≠ 0. All zeros of μ′ are therefore real. Three regions of the real axis matter.

Below the lowest e_j, called e₀, every term of (4) is negative: no zero. There μ > 1, since μ → +∞ for E → −∞, so e₀ is the bottom of the lowest band.

Within the band, suppose that μ′ = 0 at a point with |μ| < 1. Then μ minus its value there starts with a power p ≥ 2 of the energy difference, and a slightly changed real value of μ would be reached at nonreal energies. These would be energies of states with a real k, which must be real. So there is no zero. The same argument makes μ′ ≠ 0 at the two band edges, where μ passes through 1 and −1.

In the gap, E₋ < E < E₊, we have μ < −1, with μ = −1 at both ends, so μ′ vanishes at least once. With d_j the zeros of μ + 1, also real,

d/dE [μ′/(μ + 1)] = −Σ_j 1/(E − d_j)² < 0,

so μ′ vanishes at one energy E* alone. At E* the left side is μ″/(μ + 1), and μ + 1 < 0, so μ″(E*) > 0: μ has a simple minimum, and E(k) has a square-root branch point. Since μ(E*) < −1 and cos(π ± iha) = −cosh ha,

k* = π/a ± ih, cosh ha = −μ(E*), h > 0,  (5)

up to multiples of 2π/a.

**(c) Are these the nearest singularities of the lowest band?**

Start on the real axis and continue E(k) to k = p + iκ with 0 < p < π/a and κ ≠ 0. There

cos ka = cos pa cosh κa − i sin pa sinh κa

is not real. As μ is real for real E, the energy is nonreal, and by (b) no branch point is met. Nor can E run off to infinity at finite k: for large |E| equation (2) forces √(2E) to stay close to one of the separate values ±k + 2πj/a, and a continuous path cannot hop between them.

On the line Re k = 0, μ = cosh κa grows and E falls from e₀ without meeting a zero of μ′. On the line Re k = π/a, μ = −cosh κa, and E rises from E₋ until it reaches E* at |κ| = h.

Near k = 0 and k = π/a, E(k) is analytic and even about these points, because cos ka is. Reflection then extends the result to all other strips. The lowest band is analytic and periodic in the whole k plane, cut vertically outward from the points (5). The distance of the branch points from the real axis is h. In the cut plane E takes nonreal values and real values below E*, and no others.

**(d) Normalize the Bloch function in a way that keeps it analytic.**

For real k, χ_{−k} is the complex conjugate of χ_k, so the norm over one cell is N = ∫₀^a χ_k χ_{−k} dx, a form that can be continued. Let a dot denote ∂/∂k. Differentiating χ_k″ = 2(V − E)χ_k gives

χ̇_k″ = 2(V − E)χ̇_k − 2Ė χ_k.

Hence W = χ_{−k} χ̇_k′ − χ_{−k}′ χ̇_k has the derivative W′ = −2Ė χ_k χ_{−k}, and

W(a) − W(0) = −2Ė N.

From Bloch's condition, χ̇_k(x + a) = e^{ika}[χ̇_k(x) + ia χ_k(x)]. The first term reproduces W(0), and the second leaves

W(a) − W(0) = ia [χ_{−k} χ_k′ − χ_{−k}′ χ_k] at x = 0
= ia · 2i sin ka / S = −2a sin ka / S.

So Ė N = a sin ka / S. Differentiating (2) gives μ′Ė = −a sin ka, and therefore

N = −μ′(E)/S(E).  (6)

The points with sin ka = 0 follow by continuity.

Can S vanish? By (1), S = 0 requires μ² = 1, and the matching state s is then periodic or antiperiodic and odd about x = 0. The state at e₀ has no nodes, so it is not odd. At E₋ the product S c′(a) has a simple zero, so one factor vanishes and the other does not: the edge state is either odd or even. If it is odd about 0, use f(x + a) = −f(x) to find

f(a/2 + y) = −f(−a/2 + y) = f(a/2 − y),

so it is even about a/2, the other inversion centre. We place the origin at the centre about which the state at E₋ is even. Then S ≠ 0 for all E < E₊. It is positive there, as it is for E → −∞.

Thus N has neither zeros nor poles in the cut plane of (c), and

ψ_k(x) = χ_k(x)/√N, with √N > 0 for real k,

is analytic there and periodic in k. This fixes the phase by ψ_k(0) > 0. The Wannier function is

w(x) = (a/2π) ∫ ψ_k(x) dk over one zone.  (7)

It is even, because χ_k(−x) = χ_{−k}(x) and N is even in k.

**(e) Find the behaviour of w far from its centre.**

By Bloch's condition,

w(x + na) = (a/2π) ∫₀^{2π/a} e^{ikna} ψ_k(x) dk.  (8)

For n > 0 move the path upward to the height h + δ. The vertical sides at Re k = 0 and 2π/a cancel by periodicity. The horizontal part is of order e^{−(h+δ)na}. What remains is the path down the left side of the cut at π/a and up its right side, so the behaviour at k* decides.

Near k* = π/a + ih set τ = i(k − k*), which is positive directly below k*. As sin k*a = −i sinh ha, expanding both sides of (2) gives

½ μ″ (E − E*)² = −a sin(k*a)(k − k*) = a sinh(ha) τ.

Below k* the energy is less than E*, which selects the negative root, and

μ′ ≈ μ″ (E − E*) = −[2a μ″ sinh(ha) τ]^{1/2}.

With (6), all quantities being taken at E*,

N ≈ [2a μ″ sinh(ha) τ]^{1/2}/S.

The normalized Bloch function therefore diverges as τ^{−1/4}:

ψ_k(x) ≈ √S [2a μ″ sinh ha]^{−1/4} τ^{−1/4} χ*(x),

χ*(x) = c(x,E*) + (sinh ha / S) s(x,E*).

On the cut k = k* + it, so dk = i dt and e^{ikna} = (−1)ⁿ e^{−hna} e^{−nat}. On the left side τ = t e^{−iπ}, and on the right side τ = t e^{iπ}. A small circle of radius r around k* contributes r^{3/4} → 0. Extending t to infinity costs an exponentially small relative error. The two sides give

i (−e^{iπ/4} + e^{−iπ/4}) ∫₀^∞ t^{−1/4} e^{−nat} dt = √2 Γ(3/4) (na)^{−3/4}.

Collecting factors, for n → ∞,

w(x + na) ≈ (−1)ⁿ A χ*(x) (na)^{−3/4} e^{−hna},  (9)

A = (a/2π) √2 Γ(3/4) √S [2a μ″ sinh ha]^{−1/4}.

The exponential rate of this Wannier function, with the phase fixed as in (d), is the distance h of the branch point from the real k axis. A different k-dependent phase of ψ_k need not be analytic for |Im k| < h, and w can then decay more slowly. At lattice sites χ*(0) = 1. Since χ*(a) = −e^{−ha}, χ* changes sign within a cell; at such a zero the leading term is absent.

Because E − E* is a series in √τ, the next term of ψ_k is of order τ^{1/4}. It gives (na)^{−5/4}, a relative correction of order n^{−1/2}. The limit (9) is therefore approached slowly.

**(f) Evaluate h for a weak potential.**

Let G = 2π/a, let V_G be the coefficient of e^{iGx} in V, with V_G ≠ 0, and let the average of V be zero. Put k = G/2 + κ. The plane waves with wave numbers κ + G/2 and κ − G/2 are nearly degenerate. Other waves lie higher by an energy of order G² and shift these two levels in second order in V, so they are left out at leading order. The two-wave condition is

[E − ½(κ + G/2)²][E − ½(κ − G/2)²] = |V_G|².

The kinetic energies are G²/8 + κ²/2 ± Gκ/2, so

E = G²/8 + κ²/2 ± [(Gκ/2)² + |V_G|²]^{1/2}.  (10)

At κ = 0 the levels differ by E_g = 2|V_G|. They merge where the root vanishes, (Gκ/2)² = −|V_G|², which is κ = ±2i|V_G|/G. Hence

h = 2|V_G|/G = E_g/G = a E_g/2π (leading order).  (11)

In ordinary units h = mE_g/(ħ²G). A free electron at the zone boundary has the speed v = G/2, so h = E_g/(2v): at a given gap, a faster electron has a longer tail.

When V → 0, h → 0 and the exponential decay is lost. With ψ_k = e^{ikx}/√a, equation (7) gives

w(x) = (1/√a) sin(πx/a)/(πx/a),  (12)

which falls as 1/x. For a small gap, (10) varies with κ on the scale h, so the form (9) requires distances well beyond 1/h. If V_G = 0, the gap comes from higher orders and (11) has not been shown.

**(g) For V = −2U cos Gx with U > 0, how does the proportionality between h and the gap begin to fail?**

Measure wave numbers in G and energies in G²: u = U/G², q = κ/G, E = 1/8 + ε. Let A± be the amplitudes of the waves q ± 1/2, and B± those of q ± 3/2. Leaving out waves farther away,

[E − ½(q ± 1/2)²] A± = −u A∓ − u B±,
[E − ½(q ± 3/2)²] B± = −u A±.

Inserting B± from the second line into the first,

{E − ½(q ± 1/2)² − u²/[E − ½(q ± 3/2)²]} A± = −u A∓.

Near the gap and the branch point q and ε are at most of order u. The inner bracket is −1 + ε ∓ 3q/2 − q²/2, with the inverse −1 − ε ± 3q/2 to first order. The curly bracket becomes

ε − q²/2 ∓ q/2 + u² + u²ε ∓ 3u²q/2 = X ∓ (q/2)(1 + 3u²),

X = (1 + u²)ε + u² − q²/2.

The terms dropped are of order u⁴, while those kept reach u³. Multiplying the upper-sign and lower-sign equations gives

X² = u² + (q²/4)(1 + 3u²)².

At q = 0, X = ±u. The two values of ε differ by 2u/(1 + u²), so

E_g = 2U(1 − u²).

The two energies coincide when X² = 0, which is q = ±2iu/(1 + 3u²), so

h = (2U/G)(1 − 3u²).

Dividing, and keeping terms through u²,

h = (E_g/G)[1 − 2(U/G²)²].  (13)

The branch point thus moves outward a little more slowly than the gap grows. Proportionality is a property of the weak potential, whereas (5) and (9) hold for any strength within the assumptions made.

**(h) Evaluate the decay for a = 5 bohr and U = 0.05 hartree.**

These are round model parameters. The wells are at x = 0, and the state at the top of the lowest band is even there, as (d) requires. First,

G = 2π/5 = 1.2566 bohr⁻¹, U/G² = 0.0317.

Diagonalization in plane waves gives E_g = 0.09990 hartree (2.718 eV), against 2U = 0.1 hartree. The weak-potential rate (11) is

h ≈ 0.09990/1.2566 = 0.07950 bohr⁻¹,

and the factor 1 − 2(0.0317)² = 0.9980 of (13) lowers it to 0.07934 bohr⁻¹.

For the full potential the minimum of μ lies at E* = 0.19267 hartree, with μ(E*) = −1.07973. Equation (5) gives

h = arccosh(1.07973)/5 = 0.07934 bohr⁻¹,

so (11) is 0.2 % above the full result. The decay length is 1/h = 12.60 bohr (6.67 Å), about two and a half cells.

For the amplitude, S = 0.68389 bohr and μ″ = 64.745 hartree⁻². With sinh ha = (1.07973² − 1)^{1/2} = 0.4072,

2a μ″ sinh ha = 10 × 64.745 × 0.4072 = 263.6,

A = (5/2π) × 1.4142 × 1.2254 × 0.8270 × 263.6^{−1/4} = 0.283 bohr^{1/4}.

The numerical check builds w from Bloch states at real k and fits the local decay rate of its tail to a constant, a term in 1/n and further terms in steps of n^{−1/2}, the form suggested by (e), using neither the position of the branch point nor the value 3/4. The fit returns the rate 0.07934 bohr⁻¹ and the power 0.750. The ratio of w(na) to (9) is 0.767 at n = 10, 0.875 at n = 40 and 0.936 at n = 160. Its distance from 1 roughly halves whenever n is multiplied by four, as a correction of order n^{−1/2} should, and the extrapolated ratio is 1.000.

The power factor also affects a rate read from neighbouring sites. By (9) this local rate tends to h + 3/(4x) for large x. At x = 52.5 bohr that form gives 0.0936 bohr⁻¹, above the computed rate, because the ratio of w to (9) is still rising there. Between n = 10 and 11 the computed rate is 0.0912 bohr⁻¹, 15 % above h; between n = 160 and 161 it is 0.0802 bohr⁻¹, still 1 % above.

Near the centre the rate says little. From w(0) = 0.538 to w(a) = −0.026 bohr^{−1/2} the magnitude falls by a factor of 20, while e^{ha} is only 1.5. The weak limit shows that this first step is not set by h. As V → 0, ψ_k(0) stays bounded and tends to the constant 1/√a at every k off the zone boundary. By (8), w(a) then tends to 0, in accord with (12), while e^{ha} tends to 1.

Other strengths at the same period show the range of the law:

U = 0.01 hartree: E_g = 0.0200 hartree, hG/E_g = 0.9999
U = 0.10 hartree: E_g = 0.1992 hartree, hG/E_g = 0.9925
U = 0.20 hartree: E_g = 0.3937 hartree, hG/E_g = 0.9752

At U = 0.20 hartree, U/G² = 0.127 and (13) predicts 0.968, so higher orders have begun to count. For a potential with a second harmonic of half the strength of the first, the program tests that 1 − hG/E_g also falls about fourfold when V is halved. This supports (11) as the leading-order law beyond the pure cosine.

Values computed for the example and the checks

```
period a = 5.0 bohr
potential coefficient U = 0.050 hartree
reciprocal vector G = 1.256637 1/bohr
weakness U/G^2 = 0.03166 (dimensionless)
top of band 1 = 0.145858 hartree
bottom of band 2 = 0.245758 hartree
gap = 0.099900 hartree = 2.7184 eV
two-wave gap 2U = 0.100000 hartree
branch energy E* = 0.192667 hartree
mu(E*) = -1.0797253 (dimensionless)
mu''(E*) = 64.74507 1/hartree^2
s(a,E*) = 0.683894 bohr
h from minimum of mu = 0.07934123 1/bohr
h from eigenvalue collision = 0.07934123 1/bohr
h from tail of w = 0.07934123 1/bohr
power from tail of w = 0.75000 (dimensionless)
weak-potential h = gap/G = 0.07949779 1/bohr
corrected weak-potential h = 0.07933839 1/bohr
decay length 1/h = 12.6038 bohr = 6.6696 angstrom
decay factor per cell exp(-h a) = 0.67253
tail amplitude A = 0.283029 bohr^(1/4)
norm of w = 1.00000000
overlap of w with its neighbour = -3.6e-17
w(0a) = 0.538385 bohr^(-1/2)
w(1a) = -0.026420 bohr^(-1/2)
w(2a) = 0.012910 bohr^(-1/2)
n = 10: w(na) = 2.1844e-04 bohr^(-1/2), w/tail = 0.76665, local rate = 0.091213 1/bohr
n = 40: w(na) = 5.9787e-10 bohr^(-1/2), w/tail = 0.87507, local rate = 0.082717 1/bohr
n = 160: w(na) = 4.7827e-31 bohr^(-1/2), w/tail = 0.93568, local rate = 0.080234 1/bohr
limit of w/tail for large n = 1.000000
w(na+0.3a)/w(na), large-n limit = 1.190905
w(na+0.3a)/w(na), formula = 1.190906
zeros of mu' inside the energy circle = 2.0000
cosine: (1 - hG/gap)/(U/G^2)^2 = 1.9964 at U/G^2 = 0.01
cosine: (1 - gap/2U)/(U/G^2)^2 = 0.9999, same U/G^2
second harmonic: 1 - hG/gap = 1.221e-04, halved V: 2.916e-05
U = 0.01 hartree: gap = 0.019999 hartree, h = 0.015914 1/bohr, hG/gap = 0.99992
U = 0.02 hartree: gap = 0.039994 hartree, h = 0.031816 1/bohr, hG/gap = 0.99968
U = 0.05 hartree: gap = 0.099900 hartree, h = 0.079341 1/bohr, hG/gap = 0.99803
U = 0.10 hartree: gap = 0.199202 hartree, h = 0.157334 1/bohr, hG/gap = 0.99252
U = 0.20 hartree: gap = 0.393712 hartree, h = 0.305521 1/bohr, hG/gap = 0.97515
```
